# Speed of a saturating adsorption front in plug flow: verification in Python

```python
"""Speed of a saturating adsorption front in plug flow.

Result under test: V = u / (1 + K), K = P s / (A n0), where
  u  gas speed, n0 feed number density of a dilute precursor,
  A  channel cross-section, P wetted perimeter (P/A = 2/gap for wide plates),
  s  molecules taken up per wall area at saturation.
Scaled gas density c = n/n0 and coverage theta obey
  c_t + u c_x = D c_xx - K theta_t,   theta_t = kappa c (1 - theta),
with D = 0 in the base model and kappa = (sticking * mean speed / 4) n0 / s.
All quantities are in SI units.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

# Chosen model parameters
gap, length, gas_speed = 5e-3, 0.5, 4.0
temperature, pressure = 500.0, 5.0
mass = 100 * const.atomic_mass
site_density, sticking, diffusion = 4e18, 0.005, 0.01

mean_speed = np.sqrt(8 * const.k * temperature / (np.pi * mass))
wall_velocity = sticking * mean_speed / 4

# The mean speed is checked against the Maxwell distribution itself.
thermal = np.sqrt(const.k * temperature / mass)
maxwell_mean = thermal * quad(
    lambda y: np.sqrt(2 / np.pi) * y**3 * np.exp(-y**2 / 2), 0, np.inf)[0]
assert abs(maxwell_mean / mean_speed - 1) < 1e-8


def front_parameters(partial_pressure):
    """Return feed density, capacity ratio, rate, speed, front length."""
    density = partial_pressure / (const.k * temperature)
    ratio = 2 * site_density / (gap * density)
    rate = wall_velocity * density / site_density
    speed = gas_speed / (1 + ratio)
    return density, ratio, rate, speed, speed / rate


n0, K, kappa, V, ell = front_parameters(pressure)

# Symbolic check of the closed solution in retarded variables
X, T = sp.symbols("X T", nonnegative=True)
F = sp.exp(T) + sp.exp(X) - 1
c_sym, theta_sym = sp.exp(T) / F, (sp.exp(T) - 1) / F
assert sp.simplify(sp.diff(c_sym, X) + sp.diff(theta_sym, T)) == 0
assert sp.simplify(sp.diff(theta_sym, T) - c_sym * (1 - theta_sym)) == 0
assert sp.simplify(c_sym.subs(X, 0) - 1) == 0
assert sp.simplify(theta_sym.subs(T, 0)) == 0


def exact_fields(x, t, ratio=K, rate=kappa):
    """Closed solution (c, theta) without diffusion, for x <= u t."""
    a = np.exp(rate * (t - x / gas_speed))
    b = np.exp(rate * ratio * x / gas_speed)
    return a / (a + b - 1), (a - 1) / (a + b - 1)


def arrival(x, level, ratio=K, rate=kappa):
    """Time at which the exact coverage at x reaches a given level."""
    start = x / gas_speed
    stop = start + (rate * ratio * x / gas_speed + 10) / rate
    return brentq(lambda t: exact_fields(x, t, ratio, rate)[1] - level,
                  start, stop, xtol=1e-13)


# Counting of molecules and sharp-front position from the exact fields
t_end = 0.3
reach = gas_speed * t_end
gas_len = quad(lambda x: exact_fields(x, t_end)[0], 0, reach,
               points=[V * t_end], limit=200)[0]
wall_len = quad(lambda x: exact_fields(x, t_end)[1], 0, reach,
                points=[V * t_end], limit=200)[0]
assert abs((gas_len + K * wall_len) / reach - 1) < 1e-6
assert abs(wall_len / (V * t_end) - 1) < 1e-5
wall_fraction = K * wall_len / reach
assert abs(wall_fraction - K / (1 + K)) < 1e-5

# Width at fixed time, and arrival times at the outlet
x90, x10 = [brentq(lambda x: exact_fields(x, t_end)[1] - q, 0, reach)
            for q in (0.9, 0.1)]
width = x10 - x90
assert abs(width / (2 * np.log(9) * ell) - 1) < 1e-3
t_half, t_99 = arrival(length, 0.5), arrival(length, 0.99)
X_out = kappa * K * length / gas_speed
assert abs(t_half - length / gas_speed
           - np.log(1 + np.exp(X_out)) / kappa) < 1e-8
assert abs(t_99 - length / gas_speed
           - np.log(1 + 99 * np.exp(X_out)) / kappa) < 1e-8
assert abs(t_half * V / length - 1) < 1e-5
assert abs(t_99 - length / V - np.log(99) / kappa) < 1e-6

# Speed at several feed pressures from exact arrival times
pressure_rows = []
for p in (1.0, 5.0, 10.0):
    _, ratio, rate, speed, front_length = front_parameters(p)
    dt_half = (arrival(length, 0.5, ratio, rate)
               - arrival(length / 2, 0.5, ratio, rate))
    measured = length / 2 / dt_half
    assert abs(measured / speed - 1) < 1e-4
    pressure_rows.append((p, ratio, measured, front_length))


def simulate(theta_start=0.0, film=0.0):
    """Finite-volume solution with axial diffusion and a flux inlet.

    film = wall velocity / mass-transfer coefficient across the gap.
    Returns front speed, covered length at t_end and 10-90 % width.
    """
    cells, domain, dt = 1000, 1.0, 4e-5
    dx = domain / cells
    x = (np.arange(cells) + 0.5) * dx
    state = np.zeros((2, cells))
    state[1] = theta_start
    flux = np.empty(cells + 1)

    def derivative(y):
        c, theta = y
        flux[0] = gas_speed
        flux[1:-1] = (gas_speed * (c[1:] + c[:-1]) / 2
                      - diffusion * (c[1:] - c[:-1]) / dx)
        flux[-1] = gas_speed * c[-1]
        free = 1 - theta
        uptake = kappa * c * free / (1 + film * free)
        out = np.empty_like(y)
        out[0] = -(flux[1:] - flux[:-1]) / dx - K * uptake
        out[1] = uptake
        return out

    steps, early = round(t_end / dt), round(0.2 / dt)
    for step in range(1, steps + 1):
        k1 = derivative(state)
        k2 = derivative(state + dt / 2 * k1)
        k3 = derivative(state + dt / 2 * k2)
        k4 = derivative(state + dt * k3)
        state = state + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
        if step == early:
            early_filled = np.sum(state[1] - theta_start) * dx
    filled = (state[1] - theta_start) / (1 - theta_start)
    covered = np.sum(filled) * dx
    speed = (covered - early_filled / (1 - theta_start)) / (t_end - 0.2)
    edges = np.interp([0.1, 0.9], filled[::-1], x[::-1])
    return speed, covered, edges[0] - edges[1]


speed_d, covered_d, width_d = simulate()
speed_f, covered_f, width_f = simulate(film=1.0)
theta0 = 0.4
speed_p, covered_p, width_p = simulate(theta_start=theta0)
V_pre = gas_speed / (1 + K * (1 - theta0))
lead = covered_d - V * t_end
lead_formula = diffusion / (gas_speed * K)
# Tolerances allow for the finite grid and the remaining start-up transient.
assert abs(speed_d / V - 1) < 2e-3
assert abs(speed_f / V - 1) < 2e-3
assert abs(speed_p / V_pre - 1) < 2e-3
assert abs(lead / lead_formula - 1) < 0.02
assert width_d > 1.01 * width and width_f > 1.01 * width_d

print(f"gap {gap*1e3:.1f} mm, length {length:.2f} m, gas speed {gas_speed:.1f} m/s")
print(f"temperature {temperature:.0f} K, precursor pressure {pressure:.1f} Pa")
print(f"molecular mass {mass/const.atomic_mass:.0f} u, sticking {sticking:.3f}")
print(f"wall uptake at saturation s = {site_density:.2e} m^-2")
print(f"axial diffusion coefficient D = {diffusion:.3f} m^2/s")
print(f"feed density n0 = {n0:.4e} m^-3")
print(f"wall capacity per gas volume P s/A = {2*site_density/gap:.4e} m^-3")
print(f"capacity ratio K = {K:.4f}")
print(f"slowing factor 1 + K = {1+K:.4f}")
print(f"front speed V = {V:.4f} m/s")
print(f"mean molecular speed = {mean_speed:.2f} m/s")
print(f"wall velocity k_w = {wall_velocity:.4f} m/s")
print(f"adsorption rate kappa = {kappa:.3f} s^-1")
print(f"front length ell = V/kappa = {ell*1e3:.3f} mm")
print(f"channel length / ell = {length/ell:.2f}")
print(f"10-90 % width, exact solution, D = 0: {width*1e3:.2f} mm")
print(f"X at outlet = {X_out:.3f}")
print(f"gas transit time L/u = {length/gas_speed*1e3:.2f} ms")
print(f"sharp-front arrival L/V = {length/V*1e3:.2f} ms")
print(f"half coverage at outlet, exact = {t_half*1e3:.2f} ms")
print(f"99 % coverage at outlet, exact = {t_99*1e3:.2f} ms")
print(f"at t = {t_end:.2f} s: fed gas length u t = {reach:.4f} m")
print(f"  integral of c = {gas_len:.5f} m, of theta = {wall_len:.5f} m")
print(f"  fraction of feed on wall = {wall_fraction:.4f}")
print(f"  fraction of feed in gas = {gas_len/reach:.4f}")
for p, ratio, measured, front_length in pressure_rows:
    print(f"p = {p:4.1f} Pa: K = {ratio:.4f}, V = {measured:.4f} m/s, "
          f"ell = {front_length*1e3:.2f} mm")
print("numerical solution with axial diffusion:")
print(f"  speed = {speed_d:.4f} m/s, 10-90 % width = {width_d*1e3:.2f} mm")
print(f"  lead over V t = {lead*1e3:.3f} mm, D/(u K) = {lead_formula*1e3:.3f} mm")
print("with diffusion and gap resistance B = 1:")
print(f"  speed = {speed_f:.4f} m/s, 10-90 % width = {width_f*1e3:.2f} mm")
print(f"with diffusion and initial coverage {theta0:.1f}:")
print(f"  speed = {speed_p:.4f} m/s, formula = {V_pre:.4f} m/s")
print("checks complete")
```

Output:

```
gap 5.0 mm, length 0.50 m, gas speed 4.0 m/s
temperature 500 K, precursor pressure 5.0 Pa
molecular mass 100 u, sticking 0.005
wall uptake at saturation s = 4.00e+18 m^-2
axial diffusion coefficient D = 0.010 m^2/s
feed density n0 = 7.2430e+20 m^-3
wall capacity per gas volume P s/A = 1.6000e+21 m^-3
capacity ratio K = 2.2090
slowing factor 1 + K = 3.2090
front speed V = 1.2465 m/s
mean molecular speed = 325.37 m/s
wall velocity k_w = 0.4067 m/s
adsorption rate kappa = 73.644 s^-1
front length ell = V/kappa = 16.926 mm
channel length / ell = 29.54
10-90 % width, exact solution, D = 0: 74.38 mm
X at outlet = 20.335
gas transit time L/u = 125.00 ms
sharp-front arrival L/V = 401.13 ms
half coverage at outlet, exact = 401.13 ms
99 % coverage at outlet, exact = 463.53 ms
at t = 0.30 s: fed gas length u t = 1.2000 m
  integral of c = 0.37394 m, of theta = 0.37394 m
  fraction of feed on wall = 0.6884
  fraction of feed in gas = 0.3116
p =  1.0 Pa: K = 11.0452, V = 0.3321 m/s, ell = 22.55 mm
p =  5.0 Pa: K = 2.2090, V = 1.2465 m/s, ell = 16.93 mm
p = 10.0 Pa: K = 1.1045, V = 1.9007 m/s, ell = 12.90 mm
numerical solution with axial diffusion:
  speed = 1.2465 m/s, 10-90 % width = 81.93 mm
  lead over V t = 1.132 mm, D/(u K) = 1.132 mm
with diffusion and gap resistance B = 1:
  speed = 1.2465 m/s, 10-90 % width = 119.23 mm
with diffusion and initial coverage 0.4:
  speed = 1.7202 m/s, formula = 1.7201 m/s
checks complete
```
